# Fields from unequal interface dipoles in a periodic oxide/silicon superlattice

## Problem

A first-principles calculation of a gate stack can be run in a periodic cell, so that the oxide and the silicon alternate without end. Each period then contains two interfaces. If their atomic structures differ, their dipoles will in general differ too, and the periodic boundary condition turns the difference into electric fields.

Take a period of silicon, thickness $d_s=3$ nm and relative permittivity $\varepsilon_s=12$, and oxide, thickness $d_o=2$ nm and relative permittivity $\varepsilon_o=20$. These are round model parameters. The axis $z$ is normal to the layers. Silicon fills $0<z<d_s$, interface A lies at $z=d_s$, the oxide fills $d_s<z<d_s+d_o$, and interface B lies at $z=d_s+d_o$, where the next silicon layer begins.

Let $V(z)$ be the electrostatic potential averaged over the layer plane and over the atomic oscillations along $z$. At each interface $V$ has a step, counted **from silicon to oxide** at both: $s_A=0.50$ V and $s_B=0.20$ V. The dipole imbalance is

$$\Delta=s_A-s_B=0.30\ \text{V}.$$

The steps are those an interface would show at zero displacement field. They therefore already contain the screening of the interface dipole by its surroundings.

The potential is periodic, with no applied bias. The layers respond linearly and have no spontaneous polarization. There are no mobile carriers and no net free charge at either interface.

(a) Find the field in each layer, with its direction.

(b) Find how the 0.30 V is shared between the layers.

(c) A band offset is to be extracted from the difference between the potentials at the middle of the oxide and the middle of the silicon. Which step does this difference give, and how wrong is it for A and for B?

(d) Does the cell remain insulating, as assumed?

## Hints

**Hint 1.** Walk once round the period and add up every change of $V$. What must the sum be? Watch the sign at B, which is crossed from oxide to silicon.

**Hint 2.** The walk gives one equation for two unknown fields. The second comes from Gauss's law at an interface that carries a dipole but no net free charge.

**Hint 3.** For (c), walk only from the middle of the silicon to the middle of the oxide. You cross half of each layer and one interface.

**Hint 4.** For (d), an electron has potential energy $-eV$. Compare the tilt of the silicon band edges with the silicon gap.

## Full solution

### What the step means when a field is present

The steps are defined at zero displacement field, but the cell will turn out to have a non-zero one. It must be shown that they may still be used.

Model an interface dipole by two fixed charge sheets, $-\sigma$ on the silicon side and $+\sigma$ on the oxide side, a distance $w$ apart in a medium of permittivity $\varepsilon$. Let $D$ be the displacement field outside the pair. Crossing the sheet $-\sigma$ lowers it to $D-\sigma$, and crossing $+\sigma$ restores $D$. Between the sheets the field is $(D-\sigma)/(\varepsilon_0\varepsilon)$, so the potential changes by

$$-\frac{(D-\sigma)\,w}{\varepsilon_0\varepsilon}=\frac{\sigma w}{\varepsilon_0\varepsilon}-\frac{D\,w}{\varepsilon_0\varepsilon}.$$

The first term is the step at $D=0$. The second is the ordinary drop across a thickness $w$ of the medium, which is already counted when the layer is given its full thickness. In this linear model the two contributions simply add.

The first term also shows why the meaning of "0.3 V" had to be fixed. The bare quantity $\sigma w/\varepsilon_0$ is larger than the step by the factor $\varepsilon$. If 0.3 V were the difference of the bare values, and both dipoles lay in surroundings of the same $\varepsilon$, the fields would be smaller by the factor $\varepsilon$.

The step of the averaged potential also contains a part that depends on the two bulk materials and not on the interface. Both interfaces join the same two materials, so this part is the same in $s_A$ and $s_B$ and cancels in $\Delta$.

### First equation: the potential is periodic

Let $E_s$ and $E_o$ be the fields, positive along $+z$. Since $E=-dV/dz$, a uniform field $E$ changes the potential by $-Ed$ over a thickness $d$. Starting at $z=0$, just inside the silicon, the changes are:

- across the silicon, $-E_sd_s$;
- across A, from silicon to oxide, $+s_A$;
- across the oxide, $-E_od_o$;
- across B, from oxide to silicon, $-s_B$, because $s_B$ is counted in the opposite direction.

The walk ends at the equivalent point of the next period, where $V$ has its starting value. Hence

$$-E_sd_s+s_A-E_od_o-s_B=0,$$

and moving the field terms to the right-hand side gives

$$E_sd_s+E_od_o=s_A-s_B=\Delta. \tag{1}$$

If $\Delta\neq0$, the two fields cannot both vanish. Two isolated interfaces could each sit between field-free layers, but then the potential would be higher by $\Delta$ after each period. Periodicity forbids this rise, and the fields remove it.

### Second equation: no net free charge at the interfaces

Apply Gauss's law to a flat box that encloses the whole dipole layer at A. The enclosed free charge is zero, so the displacement field is the same on both sides. With $D=\varepsilon_0\varepsilon E$ in each layer,

$$\varepsilon_0\varepsilon_sE_s=\varepsilon_0\varepsilon_oE_o=D. \tag{2}$$

The same argument holds at B, so one value of $D$ runs through the entire superlattice.

### Solving for the fields

Equation (2) gives $E_s=D/(\varepsilon_0\varepsilon_s)$ and $E_o=D/(\varepsilon_0\varepsilon_o)$. Inserting both into (1),

$$\frac{D}{\varepsilon_0}\left(\frac{d_s}{\varepsilon_s}+\frac{d_o}{\varepsilon_o}\right)=\Delta .$$

Dividing by the bracket,

$$\frac{D}{\varepsilon_0}=\frac{\Delta}{d_s/\varepsilon_s+d_o/\varepsilon_o}, \tag{3}$$

and each field follows on division by its own permittivity:

$$E_s=\frac{\Delta}{d_s+\varepsilon_sd_o/\varepsilon_o},\qquad
E_o=\frac{\Delta}{d_o+\varepsilon_od_s/\varepsilon_s}. \tag{4}$$

For $\Delta>0$ both fields point along $+z$. In words, they cross the interface with the larger step from silicon to oxide. The potential rises at A by more than it falls at B, and it must slope downwards in the layers to make up the difference.

### (a) The numbers

The two ratios are

$$\frac{d_s}{\varepsilon_s}=\frac{3.0\ \text{nm}}{12}=0.250\ \text{nm},\qquad
\frac{d_o}{\varepsilon_o}=\frac{2.0\ \text{nm}}{20}=0.100\ \text{nm},$$

with sum 0.350 nm. Equation (3) gives

$$\frac{D}{\varepsilon_0}=\frac{0.30\ \text{V}}{0.350\ \text{nm}}=0.857\ \text{V/nm},$$

and therefore

$$E_s=\frac{0.857}{12}\ \text{V/nm}=0.0714\ \text{V/nm},\qquad
E_o=\frac{0.857}{20}\ \text{V/nm}=0.0429\ \text{V/nm}.$$

Since 1 V/nm is 10 MV/cm, these are 0.71 MV/cm in the silicon and 0.43 MV/cm in the oxide.

Dividing the imbalance by the length of the period would give a uniform field of 0.060 V/nm. That value satisfies (1) but violates (2), because equal fields in media of different permittivity require net free charge at the interfaces. It lies between the two true fields.

The result was checked against a numerical solution of Poisson's equation in the periodic cell, with charge sheets 0.1 nm on either side of each interface and without (1) or (3) as input. The fields at the layer centres agree with (4) to all printed digits, as the numerical output shows. With equal steps at A and B, the same calculation gives zero field at the layer centres. This confirms the electrostatics of the model. It does not test whether real layers a few nanometres thick behave like bulk dielectrics.

### (b) How the imbalance is shared

The drops are

$$E_sd_s=0.0714\times3.0\ \text{V}=0.214\ \text{V},\qquad
E_od_o=0.0429\times2.0\ \text{V}=0.086\ \text{V},$$

and they add up to 0.30 V, as (1) requires. Since $Ed=(D/\varepsilon_0)(d/\varepsilon)$ with a common $D$, the drops stand in the ratio of $d/\varepsilon$, here $0.250:0.100$. This is the rule for capacitors in series. The silicon takes the larger share for two reasons: it is thicker, and it has the lower permittivity.

Two limits follow from (4). If $\varepsilon_o\to\infty$ at fixed $\Delta$, the oxide field vanishes and the silicon field tends to $\Delta/d_s$, so the silicon carries the whole drop. If instead $d_o\to\infty$ with the silicon unchanged, both fields tend to zero, but the oxide drop tends to $\Delta$. A weak field can thus hide a large potential difference.

### (c) What the midpoint potentials measure

Write $\bar V_s$ and $\bar V_o$ for the potentials at the middle of the silicon and the middle of the oxide. With sharp steps, $V$ is linear in each layer, so these are also the layer averages. If the steps have a finite width, the midpoint values and the layer averages can differ. Walking from one midpoint to the other through A,

$$\bar V_o-\bar V_s=-\frac{E_sd_s}{2}+s_A-\frac{E_od_o}{2}
=s_A-\frac{E_sd_s+E_od_o}{2}.$$

By (1) the last numerator is $\Delta=s_A-s_B$, so

$$\bar V_o-\bar V_s=s_A-\frac{s_A-s_B}{2}=\frac{s_A+s_B}{2}. \tag{5}$$

The permittivities and thicknesses have dropped out. The midpoint difference is the mean of the two steps, here 0.35 V. It is too small by 0.15 V for A and too large by 0.15 V for B.

To see what this does to a band offset, let $v_s$ and $v_o$ be the bulk valence-band edges, each measured from the average electron potential energy in its own material. An electron has potential energy $-eV$, so the oxide valence edge relative to that of silicon, at interface X, is

$$E_v^{o}-E_v^{s}=(v_o-v_s)-e\,s_X .$$

A step too small by 0.15 V places the oxide edges 0.15 eV too high. At A, where the oxide valence edge lies below that of silicon, the valence offset comes out 0.15 eV too small. The oxide conduction edge is raised equally, so the conduction offset comes out 0.15 eV too large. At B both errors change sign.

The separate steps can be recovered by extending the linear potentials to the interfaces. Since $V$ falls along $+z$, the oxide potential at A is $\bar V_o+E_od_o/2$ and the silicon potential at A is $\bar V_s-E_sd_s/2$. Their difference is

$$s_A=(\bar V_o-\bar V_s)+\frac{E_sd_s+E_od_o}{2}=0.35\ \text{V}+0.15\ \text{V}=0.50\ \text{V}.$$

At B the oxide potential is $\bar V_o-E_od_o/2$ and that of the following silicon layer is $\bar V_s+E_sd_s/2$, so

$$s_B=(\bar V_o-\bar V_s)-\frac{E_sd_s+E_od_o}{2}=0.35\ \text{V}-0.15\ \text{V}=0.20\ \text{V}.$$

This correction uses the slopes measured in the calculation and needs no value for either permittivity. It does need layers thick enough to show a clear linear region, and a choice of the plane at which each interface lies. Here, moving both planes by 0.1 nm into the silicon changes each extracted step by about 3 mV.

### (d) Is the cell still insulating?

The electron energy $-eV$ rises along $+z$, so the silicon band edges are 0.214 eV higher next to A than next to B. The highest valence edge is at the A end and the lowest conduction edge at the B end. If confinement is neglected, their separation is the silicon gap minus 0.214 eV. The gap is roughly 1 eV, and smaller in semilocal density functionals, but still larger than the tilt. The tilt does not build up from period to period, because $V$ is periodic. Provided that the oxide band edges lie well outside the silicon gap at both interfaces, and that neither interface has electronic states in the gap, no charge is transferred and the assumption is consistent.

For a much larger imbalance the silicon drop predicted by (4) could exceed the gap. Electrons would then move from the valence band near A to the conduction band near B. The resulting charges, positive near A and negative near B, would weaken the field in the silicon. Since the potential must still be periodic, they would strengthen the field in the oxide, and (2) would no longer hold.

### Where the result needs correction

**Net interface charge.** Suppose A carries a free charge $\sigma_f$ per area. Periodicity requires a neutral cell, so B carries $-\sigma_f$. Gauss's law at A now reads

$$\varepsilon_0\varepsilon_oE_o-\varepsilon_0\varepsilon_sE_s=\sigma_f ,$$

while (1) is unchanged, and so is (5), which rests on (1) alone, provided the charge lies on the interface plane. A charge that lies off the plane also changes the step. If the sheet at A sits a distance $\delta$ inside the silicon, $s_A$ must be replaced by $s_A-\sigma_f\delta/(\varepsilon_0\varepsilon_s)$ in (1) and (5). For $5.5\times10^{12}$ elementary charges per cm$^2$ and $\delta=0.3$ nm the change is 25 mV. The two measured slopes offer a diagnosis: if $\varepsilon_oE_o$ and $\varepsilon_sE_s$ differ clearly, a dipole imbalance alone does not explain the fields. Interface charge is one possible cause; spontaneous polarization or an unsuitable permittivity are others.

**Interfaces that respond differently from the bulk.** A real interface is not a sharp plane between two bulk dielectrics. To linear order, let interface X add a further change $-\lambda_XD/\varepsilon_0$ to $V$ when it is crossed along $+z$, where $\lambda_X$ is a length. Counted from silicon to oxide, the steps are then $s_A-\lambda_AD/\varepsilon_0$ at A and $s_B+\lambda_BD/\varepsilon_0$ at B, because B is crossed from oxide to silicon. Equation (1) becomes

$$E_sd_s+E_od_o+(\lambda_A+\lambda_B)\frac{D}{\varepsilon_0}=\Delta,$$

so that $\lambda_A+\lambda_B$ is added to the denominator of (3). It has to be compared with 0.350 nm, not with the 5 nm period. A small change in the interface response can thus alter the fields noticeably. If a thickness $t$ of the oxide next to A is replaced by a layer of permittivity 3.9, then $\lambda_A=t\,(1/3.9-1/20)$. This is 0.021 nm for $t=0.1$ nm, which lowers both fields by about 6%, and 0.062 nm for $t=0.3$ nm, which lowers them by 15%. The digits of the fields above belong to the model; for a real stack they give the size and direction of the fields, not their values.

For the midpoints, the walk through A now gives

$$\bar V_o-\bar V_s=s_A-\lambda_A\frac{D}{\varepsilon_0}-\frac12\left[\Delta-(\lambda_A+\lambda_B)\frac{D}{\varepsilon_0}\right]
=\frac{s_A+s_B}{2}+\frac{\lambda_B-\lambda_A}{2}\,\frac{D}{\varepsilon_0}.$$

The mean in (5) survives if the two interfaces respond alike, and is shifted if they do not.

The extrapolation in (c) then gives the steps at the actual displacement field, $s_A-\lambda_AD/\varepsilon_0$ and $s_B+\lambda_BD/\varepsilon_0$, rather than $s_A$ and $s_B$ themselves. The difference shrinks as the layers are made thicker, because $D$ does.

## Variation 1: a cell twice as thick

*Both layers are doubled, to 6 nm of silicon and 4 nm of oxide, with the same interfaces. Does the band-offset error shrink?*

Doubling both thicknesses doubles the denominators in (4), so the fields are halved:

$$E_s=0.0357\ \text{V/nm},\qquad E_o=0.0214\ \text{V/nm}.$$

Each drop is a halved field times a doubled thickness and stays as it was, 0.214 V and 0.086 V. The midpoint difference is still 0.35 V, and its error is still 0.15 V at each interface.

In this model, where the interfaces add no response of their own, a convergence test on the midpoint potentials would show no change with cell size and might suggest that the offset is converged. It is converged, but to the mean of two different interfaces. Two remedies follow from the solution: build the cell with equivalent interfaces, so that $\Delta=0$, or extend the linear potentials to each interface as in (c).

## Variation 2: ions held fixed

*The atoms are not allowed to relax in the field. How do the fields change?*

A large oxide permittivity comes in good part from ions that shift in the field. If they are held fixed, only the electrons respond, and the electronic permittivity must be used. Take the round value $\varepsilon_o=5$ for the oxide, keep 12 for silicon, whose response is essentially electronic, and keep $\Delta=0.30$ V. Then $d_o/\varepsilon_o=2.0/5$ nm $=0.40$ nm, and (4) gives

$$E_s=\frac{0.30\ \text{V}}{12\,(0.25+0.40)\ \text{nm}}=0.0385\ \text{V/nm},\qquad
E_o=\frac{0.30\ \text{V}}{5\,(0.25+0.40)\ \text{nm}}=0.0923\ \text{V/nm}.$$

The order is reversed: the field is now stronger in the oxide. The oxide field has more than doubled, and the silicon field has fallen to about half. Both changes can be read from (4), where lowering $\varepsilon_o$ reduces the denominator of $E_o$ and increases that of $E_s$. The oxide drop is now $0.0923\times2.0$ V $=0.185$ V, the larger share.

The midpoint difference remains 0.35 V, because (5) contains no permittivity. This comparison holds the steps fixed. In a real calculation, relaxation also changes the screening of the interface dipoles and the atomic positions, so $s_A$, $s_B$ and $\Delta$ may change as well. They should be extracted anew from each calculation.

## Computed values

```
silicon thickness: 3.0 nm
oxide thickness: 2.0 nm
silicon permittivity: 12 (relative)
oxide permittivity: 20 (relative)
step at interface A: 0.50 V
step at interface B: 0.20 V
dipole imbalance: 0.30 V
silicon d/eps: 0.250 nm
oxide d/eps: 0.100 nm
sum of d/eps: 0.350 nm
D/epsilon_0: 0.8571 V/nm
D: 0.759 microC/cm^2
silicon field, formula: 0.07143 V/nm
silicon field, Poisson grid: 0.07143 V/nm
oxide field, formula: 0.04286 V/nm
oxide field, Poisson grid: 0.04286 V/nm
silicon field converted: 0.714 MV/cm
oxide field converted: 0.429 MV/cm
potential drop in silicon: 0.2143 V
potential drop in oxide: 0.0857 V
uniform-field guess (wrong): 0.0600 V/nm
midpoint potential difference: 0.3500 V
midpoint error at A: -0.1500 V
midpoint error at B: +0.1500 V
recovered step at A: 0.5000 V
recovered step at B: 0.2000 V
doubled cell, silicon field: 0.03571 V/nm
doubled cell, oxide field: 0.02143 V/nm
doubled cell, midpoint difference: 0.3500 V
clamped-ion oxide permittivity: 5 (relative)
clamped ions, silicon field: 0.03846 V/nm
clamped ions, oxide field: 0.09231 V/nm
clamped ions, midpoint difference: 0.3500 V
```
